**GGA kernel action compared with finite differences of the PBE potential**

For an exchange-correlation energy density f(n, σ), with n the density and σ = |∇n|², the program evaluates δv = f_nn δn + f_nσ δσ − ∇·[2(f_nσ δn + f_σσ δσ)∇n + 2f_σ∇δn], where δσ = 2∇n·∇δn and subscripts on f are partial derivatives. The density is a smooth periodic model, and the perturbation is a Bloch wave with one third of a reciprocal lattice vector. The program asserts that the kernel agrees with finite differences of the potential in a three-cell supercell, that the central-difference error falls quadratically, and that leaving out any of the five terms or the wavevector shift spoils the agreement. The extrapolated finite difference and the kernel differ by 3.5 × 10⁻¹⁰ in relative rms. Further assertions cover the first and second derivatives of the energy, self-adjointness, and the grid convergence of the compact form of the kernel. For a uniform density, the program also asserts that the q² parts of PBE exchange and correlation have the predicted size and cancel. The density change is prescribed, so the program does not solve the self-consistent screening equations.

## Check in Python

```python
"""
Action of the GGA exchange-correlation kernel on a first-order density.

Result under test, for E = integral f(n, sigma), sigma = |grad n|^2:
  dv = f_nn dn + f_ns dsigma
       - div[2 (f_ns dn + f_ss dsigma) grad n + 2 f_s grad dn],
  dsigma = 2 grad n . grad dn.
Subscripts n and s denote derivatives with respect to n and sigma.
For dn = u(r) exp(i q x), derivatives of first-order fields are grad + i q.
The compact form is
  dv = [f_nn - 2 div(f_ns grad n)] dn
       - div[2 f_s grad dn + 4 f_ss grad n (grad n . grad dn)].
The functional is PBE, spin unpolarized; Hartree atomic units are used.
Finite differences use only the potential or energy, never f_nn, f_ns, f_ss.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf.dft import libxc

CELL = 5.0
MEAN_SCALE = 0.03
AMPLITUDE = 0.6
REPEATS = 3
G = 2 * np.pi / CELL
Q = G / REPEATS
PBE = "PBE,PBE"
PBE_BETA = 0.06672455060314922  # defining parameter of PBE correlation


def wavevectors(shape, lengths, bloch=0.0):
    """Spectral derivative wavevectors; bloch is a shift along x."""
    result = []
    for axis, (points, length) in enumerate(zip(shape, lengths)):
        k = 2 * np.pi * np.fft.fftfreq(points, d=length / points)
        shift = bloch if axis == 0 else 0.0
        if shift == 0.0:
            k[points // 2] = 0.0  # keeps derivatives of real fields real
        layout = [1, 1, 1]
        layout[axis] = points
        result.append((k + shift).reshape(layout))
    return result


def gradient(field, ks):
    transformed = np.fft.fftn(field)
    return np.array([np.fft.ifftn(1j * k * transformed) for k in ks])


def divergence(vector, ks):
    return np.fft.ifftn(sum(1j * k * np.fft.fftn(component)
                            for k, component in zip(ks, vector)))


def evaluate_functional(density, grad_density, order, xc=PBE):
    rho = np.vstack([density.reshape(1, -1), grad_density.reshape(3, -1)])
    exc, first, second, _ = libxc.eval_xc(xc, rho, spin=0, deriv=order)
    fields = [density * np.asarray(exc).reshape(density.shape)]
    fields += [np.asarray(a).reshape(density.shape) for a in first[:2]]
    if order == 2:
        fields += [np.asarray(a).reshape(density.shape) for a in second[:3]]
    return fields


def potential(density, ks, xc=PBE):
    grad_n = gradient(density, ks).real
    _, f_n, f_s = evaluate_functional(density, grad_n, 1, xc)
    return f_n - divergence(2 * f_s * grad_n, ks).real


def energy(density, ks, volume):
    grad_n = gradient(density, ks).real
    return volume * np.mean(evaluate_functional(density, grad_n, 1)[0])


def kernel_terms(density, u, k_density, k_response):
    """The five contributions, evaluated from second derivatives of f."""
    grad_n = gradient(density, k_density).real
    grad_u = gradient(u, k_response)
    dsigma = 2 * np.sum(grad_n * grad_u, axis=0)
    _, _, f_s, f_nn, f_ns, f_ss = evaluate_functional(density, grad_n, 2)
    return np.array([
        f_nn * u,
        f_ns * dsigma,
        -divergence(2 * f_ns * u * grad_n, k_response),
        -divergence(2 * f_ss * dsigma * grad_n, k_response),
        -divergence(2 * f_s * grad_u, k_response)])


def compact_kernel(density, u, k_density, k_response):
    grad_n = gradient(density, k_density).real
    grad_u = gradient(u, k_response)
    _, _, f_s, f_nn, f_ns, f_ss = evaluate_functional(density, grad_n, 2)
    local = f_nn - 2 * divergence(f_ns * grad_n, k_density).real
    flux = 2 * f_s * grad_u
    flux = flux + 4 * f_ss * grad_n * np.sum(grad_n * grad_u, axis=0)
    return local * u - divergence(flux, k_response)


def model(points):
    axis = np.arange(points) * CELL / points
    x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
    density = MEAN_SCALE * np.exp(
        AMPLITUDE * (np.cos(G * x) + np.cos(G * y) + np.cos(G * z)))
    u = density * (1 + 0.5j * np.sin(G * y))
    shape, lengths = (points,) * 3, (CELL,) * 3
    return (x, y, z, density, u, wavevectors(shape, lengths),
            wavevectors(shape, lengths, Q))


def central_potential(density, direction, ks, step, xc=PBE):
    return (potential(density + step * direction, ks, xc)
            - potential(density - step * direction, ks, xc)) / (2 * step)


def extrapolated_potential(density, direction, ks, step, xc=PBE):
    coarse = central_potential(density, direction, ks, step, xc)
    fine = central_potential(density, direction, ks, step / 2, xc)
    return coarse, fine, (4 * fine - coarse) / 3


def rms(field):
    return np.sqrt(np.mean(np.abs(field) ** 2))


# Kernel in one cell against the potential in a commensurate supercell.
N = 24
x, y, z, density, u, k0, kq = model(N)
terms = kernel_terms(density, u, k0, kq)
response = terms.sum(axis=0)
super_shape = (REPEATS * N, N, N)
super_k = wavevectors(super_shape, (REPEATS * CELL, CELL, CELL))
super_density = np.tile(density, (REPEATS, 1, 1))
super_x = (np.arange(REPEATS * N) * CELL / N).reshape(-1, 1, 1)
phase = np.exp(1j * Q * super_x)
super_dn = np.tile(u, (REPEATS, 1, 1)) * phase
STEP = 0.01
real_part = extrapolated_potential(super_density, super_dn.real, super_k, STEP)
imag_part = extrapolated_potential(super_density, super_dn.imag, super_k, STEP)
numerical = [a + 1j * b for a, b in zip(real_part, imag_part)]
super_response = np.tile(response, (REPEATS, 1, 1)) * phase
errors = [rms(a - super_response) / rms(super_response) for a in numerical]
assert errors[2] < 1e-6
assert 3.8 < errors[0] / errors[1] < 4.2

# Leaving out a contribution must spoil agreement with the finite difference.
fd_periodic = (numerical[2] * phase.conj())[:N]
omission = [rms(response - term - fd_periodic) / rms(fd_periodic)
            for term in terms]
assert min(omission) > 1e-3
without_q = kernel_terms(density, u, k0, k0).sum(axis=0)
q_error = rms(without_q - fd_periodic) / rms(fd_periodic)
assert q_error > 1e-3

# The potential is the first derivative of the energy.
volume = CELL ** 3
periodic_dn = density * (1 + 0.5 * np.sin(G * y))


def energy_slope(step):
    return (energy(density + step * periodic_dn, k0, volume)
            - energy(density - step * periodic_dn, k0, volume)) / (2 * step)


slope_fd = (4 * energy_slope(STEP / 2) - energy_slope(STEP)) / 3
slope_v = volume * np.mean(potential(density, k0) * periodic_dn)
assert abs(slope_fd / slope_v - 1) < 1e-7

# The second energy variation uses energies alone on the numerical side.
samples = [energy(super_density + m * STEP * super_dn.real,
                  super_k, REPEATS * volume) for m in range(-2, 3)]
curvature_fd = np.dot([-1, 16, -30, 16, -1], samples) / (12 * STEP ** 2)
curvature_kernel = (REPEATS * volume / 2
                    * np.mean(u.conj() * response).real)
assert abs(curvature_fd / curvature_kernel - 1) < 1e-6

# Self-adjointness for two different complex Bloch functions.
w = density * (np.cos(G * z) + 1j * np.sin(G * x) + 0.3)
kw = kernel_terms(density, w, k0, kq).sum(axis=0)
left = np.mean(w.conj() * response)
right = np.mean(u.conj() * kw).conj()
adjoint_error = abs(left - right) / (rms(w) * rms(response))
assert adjoint_error < 1e-11

# The compact form needs the continuum product rule, hence grid convergence.
grid_errors = {}
for points in (16, 32, 48):
    _, _, _, nd, ud, kd, kr = model(points)
    five = kernel_terms(nd, ud, kd, kr).sum(axis=0)
    compact = compact_kernel(nd, ud, kd, kr)
    grid_errors[points] = rms(five - compact) / rms(five)
assert grid_errors[32] < 0.1 * grid_errors[16]
assert grid_errors[48] < 0.1 * grid_errors[32]
assert grid_errors[48] < 1e-5

# Uniform density: response at G minus response to a uniform density shift.
uniform = np.full_like(density, MEAN_SCALE)
cosine = np.cos(G * x)
kf = (3 * np.pi ** 2 * MEAN_SCALE) ** (1 / 3)
predicted = PBE_BETA * np.pi * G ** 2 / (8 * kf * MEAN_SCALE)
uniform_kernel, gradient_part = {}, {}
for name, xc in (("exchange", "PBE,"), ("correlation", ",PBE"), ("total", PBE)):
    wave = extrapolated_potential(
        uniform, MEAN_SCALE * cosine, k0, STEP, xc)[2]
    shift = extrapolated_potential(uniform, uniform, k0, STEP, xc)[2]
    at_g = 2 * np.mean(cosine * wave) / MEAN_SCALE
    at_zero = np.mean(shift) / MEAN_SCALE
    uniform_kernel[name] = (at_zero, at_g)
    gradient_part[name] = at_g - at_zero
assert abs(gradient_part["exchange"] + predicted) < 1e-5 * predicted
assert abs(gradient_part["correlation"] - predicted) < 1e-5 * predicted
assert abs(gradient_part["total"]) < 1e-5 * predicted

# Worked values at one grid point.
point = (3, 3, 6)
grad_n = gradient(density, k0).real
grad_u = gradient(u, kq)
dsigma = 2 * np.sum(grad_n * grad_u, axis=0)
sigma = np.sum(grad_n ** 2, axis=0)
local_kf = (3 * np.pi ** 2 * density) ** (1 / 3)
reduced_gradient = np.sqrt(sigma) / (2 * local_kf * density)
_, _, f_s, f_nn, f_ns, f_ss = evaluate_functional(density, grad_n, 2)
ev = physical_constants["Hartree energy in eV"][0]


def show(label, value, unit=""):
    if np.iscomplexobj(value):
        text = f"{value.real:.7f} {value.imag:+.7f}i"
    else:
        text = f"{value:.7g}"
    print(f"{label}: {text} {unit}".rstrip())


show("cell length", CELL, "bohr")
show("density scale n0", MEAN_SCALE, "bohr^-3")
show("density exponent amplitude a", AMPLITUDE)
show("G", G, "bohr^-1")
show("q along x", Q, "bohr^-1")
print(f"kernel grid: {N} points per axis; supercell: {REPEATS} cells")
show("minimum density", density.min(), "bohr^-3")
show("maximum density", density.max(), "bohr^-3")
show("maximum reduced gradient s", reduced_gradient.max())
print("sample point x, y, z: "
      f"{x[point]:.4f}, {y[point]:.4f}, {z[point]:.4f} bohr")
show("n at point", density[point], "bohr^-3")
print("grad n at point: " + ", ".join(
    f"{component[point]:.7f}" for component in grad_n) + " bohr^-4")
show("sigma at point", sigma[point], "bohr^-8")
show("u at point", u[point], "bohr^-3")
for name, component in zip("xyz", grad_u):
    show(f"(grad+iq)u, {name}", component[point], "bohr^-4")
show("delta sigma (periodic part)", dsigma[point], "bohr^-8")
show("f_nn", f_nn[point], "hartree bohr^3")
show("f_sigma", f_s[point], "hartree bohr^5")
show("f_n,sigma", f_ns[point], "hartree bohr^8")
show("f_sigma,sigma", f_ss[point], "hartree bohr^13")
labels = ("f_nn dn", "f_n,sigma dsigma", "-div(2 f_n,sigma dn grad n)",
          "-div(2 f_sigma,sigma dsigma grad n)", "-div(2 f_sigma grad dn)")
for label, term in zip(labels, terms):
    show(label, term[point], "hartree")
show("kernel sum at point", response[point], "hartree")
show("finite difference at point", fd_periodic[point], "hartree")
show("kernel sum at point, converted", response[point] * ev, "eV")
for label, error in zip(labels, omission):
    print(f"rms error without {label}: {100 * error:.3f} %")
print(f"rms error without iq: {100 * q_error:.3f} %")
print(f"relative rms error, central step {STEP}: {errors[0]:.3e}")
print(f"relative rms error, central step {STEP / 2}: {errors[1]:.3e}")
print(f"relative rms error, extrapolated: {errors[2]:.3e}")
show("energy slope, finite difference", slope_fd, "hartree")
show("energy slope, potential", slope_v, "hartree")
show("energy curvature, finite difference", curvature_fd, "hartree")
show("energy curvature, kernel", curvature_kernel, "hartree")
print(f"relative self-adjointness error: {adjoint_error:.2e}")
for points, error in grid_errors.items():
    print(f"compact-form relative difference, grid {points}: {error:.3e}")
for name, (at_zero, at_g) in uniform_kernel.items():
    print(f"uniform {name} K(0), K(G): {at_zero:.6f}, {at_g:.6f} "
          "hartree bohr^3")
show("predicted size of each q^2 part", predicted, "hartree bohr^3")
print(f"residual total q^2 part: {abs(gradient_part['total']):.1e} "
      "hartree bohr^3")
print("all tests passed")
```

It prints:

```
cell length: 5 bohr
density scale n0: 0.03 bohr^-3
density exponent amplitude a: 0.6
G: 1.256637 bohr^-1
q along x: 0.418879 bohr^-1
kernel grid: 24 points per axis; supercell: 3 cells
minimum density: 0.004958967 bohr^-3
maximum density: 0.1814894 bohr^-3
maximum reduced gradient s: 0.7940783
sample point x, y, z: 0.6250, 0.6250, 1.2500 bohr
n at point: 0.07008617 bohr^-3
grad n at point: -0.0373662, -0.0373662, -0.0528437 bohr^-4
sigma at point: 0.005584919 bohr^-8
u at point: 0.0700862 +0.0247792i bohr^-3
(grad+iq)u, x: -0.0477456 +0.0161467i bohr^-4
(grad+iq)u, y: -0.0373662 +0.0179275i bohr^-4
(grad+iq)u, z: -0.0528437 -0.0186831i bohr^-4
delta sigma (periodic part): 0.0119455 -0.0005719i bohr^-8
f_nn: -2.253351 hartree bohr^3
f_sigma: -0.02911273 hartree bohr^5
f_n,sigma: 1.184042 hartree bohr^8
f_sigma,sigma: -3.612939 hartree bohr^13
f_nn dn: -0.1579287 -0.0558362i hartree
f_n,sigma dsigma: 0.0141440 -0.0006771i hartree
-div(2 f_n,sigma dn grad n): 0.0236974 +0.0140561i hartree
-div(2 f_sigma,sigma dsigma grad n): -0.0122410 -0.0029102i hartree
-div(2 f_sigma grad dn): -0.0103237 -0.0053684i hartree
kernel sum at point: -0.1426520 -0.0507359i hartree
finite difference at point: -0.1426520 -0.0507359i hartree
kernel sum at point, converted: -3.8817574 -1.3805933i eV
rms error without f_nn dn: 108.902 %
rms error without f_n,sigma dsigma: 13.057 %
rms error without -div(2 f_n,sigma dn grad n): 16.365 %
rms error without -div(2 f_sigma,sigma dsigma grad n): 8.202 %
rms error without -div(2 f_sigma grad dn): 6.595 %
rms error without iq: 3.709 %
relative rms error, central step 0.01: 2.077e-05
relative rms error, central step 0.005: 5.192e-06
relative rms error, extrapolated: 3.548e-10
energy slope, finite difference: -2.094817 hartree
energy slope, potential: -2.094817 hartree
energy curvature, finite difference: -1.089534 hartree
energy curvature, kernel: -1.089534 hartree
relative self-adjointness error: 3.51e-17
compact-form relative difference, grid 16: 7.412e-04
compact-form relative difference, grid 32: 7.303e-07
compact-form relative difference, grid 48: 3.386e-11
uniform exchange K(0), K(G): -3.399813, -4.834630 hartree bohr^3
uniform correlation K(0), K(G): -0.240854, 1.193964 hartree bohr^3
uniform total K(0), K(G): -3.640667, -3.640667 hartree bohr^3
predicted size of each q^2 part: 1.434817 hartree bohr^3
residual total q^2 part: 1.4e-09 hartree bohr^3
all tests passed
```
